# Nonnegative Dose Correction in Electron-Beam Lithography and Its Unavoidable Residual

## Definitions and conventions

An electron beam writes a pattern by depositing energy in a resist. Electrons scatter, so a dose given at one place also exposes its neighbourhood. The **dose** $d$ is what the machine delivers and cannot be negative. The **exposure** $E$ is the energy density that results. Both are relative quantities, scaled so that a uniform dose 1 produces a uniform exposure 1. Lengths are in nanometres.

On a grid of $N$ points the model is linear, $E=Kd$. The matrix $K$ is symmetric, its entries are positive, and each row sums to 1. The target $T$ equals 1 inside the features and 0 outside. The residual is $r=T-Kd$, with norm $|r|=(\sum_j r_j^2)^{1/2}$ and root-mean-square value $|r|/\sqrt N$, called rms below. An inequality between vectors holds for every component.

Proximity correction seeks a dose whose exposure is close to $T$. Closeness here means least squares with equal weights:

$$\min_{d\ge 0}F(d),\qquad F(d)=\tfrac12|T-Kd|^2 .$$

## Two cells by hand

Take one line cell and one space cell, with

$$K=\begin{pmatrix}3/4&1/4\\1/4&3/4\end{pmatrix},\qquad T=\begin{pmatrix}1\\0\end{pmatrix}.$$

**Direct inversion.** The second equation, $d_1/4+3d_2/4=0$, gives $d_2=-d_1/3$. The first becomes $3d_1/4-d_1/12=2d_1/3=1$. Hence $d=(3/2,-1/2)$. The target is met by removing energy from the space, which no beam can do.

**Physical optimum.** Set $d_2=0$. The exposure is $(3d_1/4,\,d_1/4)$, and

$$2F=(1-\tfrac34d_1)^2+(\tfrac14d_1)^2=1-\tfrac32d_1+\tfrac58d_1^2 .$$

The derivative vanishes at $d_1=6/5$. Then $E=(0.9,0.3)$, $r=(0.1,-0.3)$ and $|r|^2=0.1$. To see that no positive $d_2$ helps, compute

$$Kr=(0.075-0.075,\;0.025-0.225)=(0,-0.2).$$

The gradient of $F$ is $-Kr$. It is zero for the line dose and $+0.2$ for the space dose, so adding dose in the space raises $F$. Since $F$ is convex, this is the minimum.

**Iteration.** Move the dose along $Kr$ and replace negative values by zero. Starting from $d=T$, we have $r=(0.25,-0.25)$ and $Kr=(0.125,-0.125)$, so the new dose is $(1.125,0)$. While $d_2=0$,

$$d_1\leftarrow d_1+\tfrac34-\tfrac58d_1,$$

and the distance from $6/5$ shrinks by the factor $3/8$ per step.

**A lower bound.** Let $y=(1,-3)$, for which $Ky=(0,-2)\le0$. For any $u\ge0$,

$$y\cdot(T-Ku)=y\cdot T-(Ky)\cdot u\ge y\cdot T=1 .$$

The left side is at most $|y|\,|T-Ku|=\sqrt{10}\,|T-Ku|$. Therefore $|T-Ku|^2\ge1/10$ for every physical dose. The optimum reaches this value, so its residual belongs to the problem and is no defect of the iteration.

## The beam and its matrix

For a real pattern we need $K$. A common model is a double Gaussian, with a narrow part of range $\alpha$ from forward scattering and a broad part of range $\beta$ from electrons returning from the substrate:

$$f_2(\rho)=\frac{1}{\pi(1+\eta)}\left[\frac{e^{-\rho^2/\alpha^2}}{\alpha^2}+\eta\frac{e^{-\rho^2/\beta^2}}{\beta^2}\right].$$

Here $\rho$ is the distance from the beam and $\eta$ is the ratio of backscattered to forward energy. We consider long parallel lines and integrate along them. Since $\int e^{-y^2/\alpha^2}dy=\alpha\sqrt\pi$,

$$f(x)=\frac1{1+\eta}\left[\frac{e^{-x^2/\alpha^2}}{\alpha\sqrt\pi}+\eta\frac{e^{-x^2/\beta^2}}{\beta\sqrt\pi}\right].$$

Completing the square in $\int f(x)e^{-ikx}dx$ gives

$$\hat f(k)=\frac{e^{-\alpha^2k^2/4}+\eta e^{-\beta^2k^2/4}}{1+\eta}.$$

Place shots at spacing $h$ on a periodic ring. The entry $K_{jl}$ is $h$ times $f$, summed over the periodic images of the distance $x_j-x_l$. Dividing by the row sum makes the normalization exact.

Discrete Fourier waves are eigenvectors of $K$. Apart from that last normalization, their eigenvalues are $\lambda_m=\sum_j\hat f(k_m+2\pi j/h)$, because sampling adds together wavenumbers that the grid cannot distinguish. Every term is positive, so $\lambda_m>0$. Also $\lambda_m\le1$, since $\lambda_m$ is a sum of positive entries, with total 1, multiplied by cosines. Consequently $|Kv|\le|v|$ for every $v$.

## Why direct inversion fails

Fourier deconvolution sets $d_m=T_m/\lambda_m$. On the grid this is an exact inverse, but it cannot be a physical dose. If $d\ge0$ and $d\ne0$, the positive entries of $K$ give $E>0$ everywhere, in contradiction to $T=0$ in the spaces. If $d=0$, the lines receive nothing. Every target that has both lines and zeros therefore requires a negative dose somewhere.

Grid refinement makes matters worse. A line of width $w$ has the transform $2\sin(kw/2)/k$, which decays only as $1/k$ in envelope, while $1/\hat f$ grows as $e^{\alpha^2k^2/4}$. Their quotient is not the transform of any ordinary dose. At the largest grid wavenumber, $k=\pi/h$, the growth exponent is $\pi^2\alpha^2/(4h^2)$.

Take the round parameters $\alpha=20$ nm, $\beta=300$ nm, $\eta=0.6$. So short a backscatter range belongs to slow beams, between about 5 and 10 keV on silicon. At 30 to 100 keV it is micrometres to tens of micrometres, and the numbers below do not carry over to such writers. A ring of 2560 nm contains an isolated 40 nm line, ten 40 nm lines at 80 nm pitch, and a 320 nm pad. The line fraction is $(40+400+320)/2560=0.297$. Inversion by discrete Fourier transform gives:

| $h$ (nm) | Growth exponent | Most negative dose |
|---|---|---|
| 20 | 2.5 | $-1.5$ |
| 10 | 9.9 | $-660$ |
| 8 | 15.4 | $-4.0\times10^5$ |

The dose extremes also depend on how much of the pattern lies at high wavenumber, so they need not follow the exponential factor itself.

Setting the negative values to zero afterwards can work when they are small: in the two-cell example the clipped dose $(3/2,0)$, scaled by $4/5$, is the optimum. On a fine grid it is no remedy. At $h=10$ nm an exposure of order one arises by cancellation between doses of several hundred of both signs, and clipping removes one side of it. Even after multiplication by the best common factor, $s=(E\cdot T)/(E\cdot E)$, the clipped dose leaves an rms of 0.461. The uncorrected dose $d=T$, scaled in the same way, leaves 0.219.

## The iteration in general

The two-cell rule becomes

$$d^{(n+1)}=\max\!\left(0,\;d^{(n)}+K\big(T-Kd^{(n)}\big)\right),$$

with the maximum taken at each point. To see why a full step is safe, write $d$ for the present dose and expand $F$ about it:

$$F(u)=F(d)-(Kr)\cdot(u-d)+\tfrac12|K(u-d)|^2 .$$

Because $|Kv|\le|v|$, this is no larger than

$$Q(u)=F(d)-(Kr)\cdot(u-d)+\tfrac12|u-d|^2=\text{const}+\tfrac12|u-z|^2,\quad z=d+Kr .$$

The minimum of $Q$ over $u\ge0$ is $p=\max(0,z)$, the new dose. Thus $F(p)\le Q(p)\le Q(d)=F(d)$, and the residual never grows.

A convergence rate follows from the same construction. For any $u\ge0$ we have $(z-p)\cdot(u-p)\le0$: where $z_j>0$ the first factor vanishes, and elsewhere $p_j=0$ and $z_ju_j\le0$. Expanding $|u-z|^2$ about $p$ then gives $Q(u)\ge Q(p)+\tfrac12|u-p|^2$. Convexity also gives $F(d)-(Kr)\cdot(u-d)\le F(u)$. Together,

$$F(p)\le Q(u)-\tfrac12|u-p|^2\le F(u)+\tfrac12|u-d|^2-\tfrac12|u-p|^2 .$$

Add these inequalities over $n$ steps. The distances cancel in pairs, and since $F$ does not increase, the last value is at most the average:

$$F(d^{(n)})-F(u)\le\frac{|d^{(0)}-u|^2}{2n}\qquad(u\ge0).$$

Since $K$ is invertible, $F$ has a unique minimizer, and this $u$ may be chosen as that minimizer. It is a fixed point of the iteration, which means $Kr\le0$ everywhere and $Kr=0$ wherever $d>0$. Conversely, these two conditions imply $F(u)-F(d)\ge-(Kr)\cdot u\ge0$, so they identify the minimum.

The exposure settles much sooner than the fine detail of the dose. Without active constraints, the error in Fourier wave $m$ is multiplied by $1-\lambda_m^2$ at each step. This factor is close to 1 for short waves, so they converge slowly. The same small $\lambda_m$ makes that error almost invisible in $E$.

## Separating the unavoidable residual

After a finite number of steps, part of the residual could still be removed. The two-cell bound generalizes to measure that part. If $Ky\le0$, the argument used there gives

$$|T-Ku|\ge\frac{y\cdot T}{|y|}\qquad\text{for every }u\ge0 .$$

A suitable $y$ is available at every step. Let $s$ be the largest component of $Kr$, and subtract $s$ from each component of $r$ to form $y$. Since rows sum to 1, every component of $Kr$ is lowered by $s$, so $Ky\le0$. (The bound needs $y\ne0$; a negative bound is replaced by zero.)

At the optimum of a nonzero dose $s=0$, hence $y=r$, and

$$r\cdot T=r\cdot(r+Kd)=|r|^2+(Kr)\cdot d=|r|^2 .$$

The bound then equals $|r|$, so no gap remains in principle. For the layout at $h=10$ nm, starting from $d=T$:

| Steps | rms reached | Lower bound |
|---|---|---|
| 10 | 0.2070 | 0.1622 |
| 100 | 0.1848 | 0.1793 |
| 1000 | 0.1847 | 0.1837 |
| 20000 | 0.1846 | 0.1845 |

After ten steps the bound already shows that most of the residual cannot be removed. After 20000 steps the optimum is confined to a narrow interval near 0.185. This is about 16% below the scaled uncorrected value, 0.219. The final iterate has mean dose 0.368 and maximum dose 3.5; the maximum describes this iterate, since fine dose detail converges slowly.

The corresponding rms is 0.192 at $h=20$ nm and 0.181 at $h=8$ nm. Both the permitted shots and the points at which error is measured change with $h$, so these values do not establish a continuum limit.

## Where the residual sits

At $h=10$ nm the corrected exposure gives:

| Region | rms |
|---|---|
| Interior of the dense grating | 0.288 |
| Within 40 nm of the pad edges | 0.220 |
| 120 nm window around the isolated line | 0.190 |
| Pad interior, 40 nm or more from its edges | 0.032 |

In the grating interior the mean exposure is 0.831 in lines and 0.337 in spaces. These means alone contribute $[(1-0.831)^2+0.337^2]/2=0.071$ to the mean square. The total is $0.288^2=0.083$, and the difference is variation within lines and spaces. The largest part is thus unwanted energy in the spaces, $0.337^2/2=0.057$.

Two causes are mixed here: backscatter from neighbouring lines and blurring of the edges. Each can be studied alone.

## Density without edge blur

Let $\alpha\to0$, and let the pitch be much smaller than $\beta$. Backscatter then depends only on the mean dose. Let a fraction $c$ of the area be lines, with dose $q$ in lines and zero in spaces. The mean dose is $cq$, and

$$E_{\rm line}=\frac{q+\eta cq}{1+\eta},\qquad E_{\rm space}=\frac{\eta cq}{1+\eta},\qquad \gamma=\frac{E_{\rm space}}{E_{\rm line}}=\frac{\eta c}{1+\eta c}.$$

Changing $q$ scales both exposures but leaves $\gamma$ fixed. With $A=E_{\rm line}$ and $D=c+(1-c)\gamma^2$, the mean squared residual is

$$c(1-A)^2+(1-c)\gamma^2A^2=c-2cA+DA^2 .$$

Its minimum is at $A=c/D$, where it equals $c-c^2/D=c(D-c)/D$, or

$$R^2=\frac{c(1-c)\gamma^2}{c+(1-c)\gamma^2}.$$

No other nonnegative dose does better. Stationarity in $q$ makes $Kr=0$ on the lines, so $r_{\rm line}+\eta\bar r=0$, where $\bar r$ is the mean residual. As $r_{\rm line}=1-A>0$, we have $\bar r<0$. In spaces $r_{\rm space}=-\gamma A<0$, hence $Kr=(r_{\rm space}+\eta\bar r)/(1+\eta)<0$. Both optimality conditions hold.

For $\eta=0.6$ and $c=1/2$, $\gamma=0.3/1.3=0.231$ and $R=0.159$. The two-cell example is the case $\eta=1$, $c=1/2$: $\gamma=1/3$, $R^2=1/20$, and two cells give $|r|^2=1/10$, as before.

For small $c$, $\gamma\approx\eta c$ and $R\approx\eta c$, so a sparse pattern has little density error. As $c\to1$, the factor $1-c$ makes $R$ vanish because few spaces remain to be wrong. The formula gives $R=0.053$, 0.124, 0.159 and 0.143 at $c=0.1$, 0.3, 0.5 and 0.8. Greater density therefore does not always mean a greater rms.

## Sharp edges and narrow pitch

Scattering limits how strongly the exposure can vary. For nonnegative $d$, each Fourier coefficient $d_m=N^{-1}\sum_jd_je^{-ik_mx_j}$ obeys $|d_m|\le d_0$, because phases can only reduce a sum of nonnegative terms. Parseval's relation and the triangle inequality give

$$\frac{|r|^2}{N}\ge\min_{d_0\ge0}\left[(T_0-d_0)^2+\sum_{m\ne0}\max(0,|T_m|-\lambda_md_0)^2\right].$$

Consider an infinite grating of 80 nm pitch, half lines, with $h=8$ nm. Its first harmonic is $|T_1|=1/[10\sin(\pi/10)]=0.324$. At $k=2\pi/80$ nm$^{-1}$ the backscatter term in the numerator of $\hat f$ is negligible, but the factor $1/(1+\eta)$ remains, and $\lambda_1\approx e^{-0.617}/1.6=0.337$. Reproducing this harmonic needs $|d_1|=0.324/0.337=0.96$, hence a mean dose of at least 0.96, whereas the target mean requires 0.5. Both demands cannot be met. Without backscatter $\lambda_1=0.540$ and the required mean dose would be only 0.60, so both kinds of scattering contribute to the conflict.

One-dimensional minimization of the bound gives an rms of at least 0.281; the converged iteration gives 0.287. At 640 nm pitch the bound is only 0.061, against 0.166 reached. It restricts each harmonic separately and ignores the joint restrictions that nonnegativity imposes, so it is informative mainly at the narrow pitch here.

At 80 nm pitch, forward scattering alone ($\eta=0$) leaves 0.222 and backscatter alone leaves 0.159. Their squares add to 0.075, below the combined $0.287^2=0.082$. The two errors are not independent contributions.

For sharpness alone, take 640 nm pitch and $\eta=0$. The rms is 0.081, and 99% of the squared residual lies within 40 nm of an edge, a region holding 25% of the points. A softened target can behave differently: if $T=Ku$ for some $u\ge0$, the residual can be zero.

Whether a narrow pitch is worse also depends on the measure. With both scattering parts present, half-filled gratings give:

| Pitch (nm) | rms | Squared residual per edge (nm) |
|---|---|---|
| 80 | 0.287 | 3.3 |
| 160 | 0.234 | 4.4 |
| 320 | 0.200 | 6.4 |
| 640 | 0.166 | 8.8 |

The last column is $\text{rms}^2$ times half the pitch. Between 80 and 640 nm the narrower pitch is worse per unit area, yet better per edge. The trend per edge does not continue outside this range: the value is 4.3 nm at 48 nm pitch and 7.1 nm at 1280 nm. At 640 nm, removing backscatter lowers the value per edge from 8.8 to $0.081^2\times320=2.1$ nm, a reduction of about three quarters.

## What the residual means for printing

A resist that responds to a threshold does not need exposures of 1 and 0. In the layout at $h=10$ nm, the corrected exposure is at least 0.655 at line points and at most 0.416 at space points. Any threshold between them classifies every grid point correctly. For the uncorrected dose $d=T$ the limits are 0.429 and 0.404, which leaves a much narrower interval. An unavoidable least-squares residual is therefore compatible with a printable pattern. Edge positions between grid points, shot noise and resist development lie outside this model.

The lower bound is conditional on $K$, the grid, the target and the equal weights. An incorrect beam model can make a small computed residual meaningless. A machine may also impose $d\le M$. The iteration then limits each dose to $[0,M]$, and the descent argument is unchanged because $Q$ still separates into single points. For such doses $(Ky)\cdot u\le M\sum_j\max(0,(Ky)_j)$, so for any $y\ne0$

$$|T-Ku|\ge\frac{y\cdot T-M\sum_j\max(0,(Ky)_j)}{|y|}.$$

In use, one iterates until the rms and its lower bound agree to the accuracy needed. Further iterations cannot remove what is left. If it is too large for the purpose, the target, the beam or the measure of error has to change. As the threshold example shows, a large value alone does not mean that the pattern fails to print.
